\section*{Zero-wavevector cell averaging for screened interactions in monolayers}

\section{Definitions and conventions}

The algebra uses atomic units; numbers are in eV and \AA, with $e^2=14.3996$ eV\,\AA\ multiplying each energy formula. An undoped, suspended, in-plane isotropic monolayer has the static screened interaction
\begin{equation}
W(q)=\frac{2\pi}{q\,\varepsilon(q)},\qquad \varepsilon(q)=1+r_0q+bq^2+O(q^3),
\end{equation}
where $r_0$ is the screening length. The quantity to be computed is the on-site repulsion of a normalized Gaussian charge lying in the mid-plane. With standard deviation $\sigma$ along each axis its Fourier transform is $e^{-\sigma^2q^2/2}$, so that
\begin{equation}
U=\int\!\frac{d^2q}{(2\pi)^2}\,W(q)F(q)=\int_0^\infty\!\frac{F(q)}{\varepsilon(q)}\,dq,\qquad F=e^{-\sigma^2q^2}.
\label{U}
\end{equation}
The second form follows from $d^2q=q\,dq\,d\varphi$: the factor $q$ cancels the divergence of $W$, and the angle gives $2\pi$.

The integral over the plane is a Brillouin-zone integral summed over reciprocal vectors $\mathbf G$. For a hexagonal lattice of constant $a$, an $N\times N$ grid containing $\mathbf q=0$, together with all $\mathbf G$, forms a hexagonal lattice of points with spacing and area per point
\begin{equation}
h=\frac{4\pi}{\sqrt3\,aN},\qquad A=A_1h^2,\qquad A_1=\frac{\sqrt3}{2}.
\end{equation}
Naive sampling omits the one divergent term, $\mathbf q+\mathbf G=0$. With a prime denoting this omission,
\begin{equation}
S_0=\frac{A}{4\pi^2}{\sum}'WF=\frac{A}{2\pi}{\sum}'\frac{F(q)}{q\,\varepsilon(q)} .
\end{equation}

\section{A reference dielectric function}

A method that uses only $r_0$ should be judged against a dielectric function with more structure. Take a slab of thickness $d$ and dielectric constant $\varepsilon_s$ in vacuum, with a unit sheet charge of wavevector $q$ at $z=0$. The potential obeys $\phi''=q^2\phi$ away from the charge. Define $y(z)=-\varepsilon\phi'/(q\phi)$ for $z>0$. It is continuous at the surface, because $\phi$ and $\varepsilon\phi'$ are, and it equals 1 in the vacuum, where $\phi\propto e^{-qz}$. Inside,
\begin{equation}
\phi\propto\cosh u,\quad u=q(d/2-z)+\theta,\quad y=\varepsilon_s\tanh u .
\end{equation}
Continuity at $z=d/2$ requires $\tanh\theta=1/\varepsilon_s$. The jump of $\varepsilon\phi'$ at the charge is $-4\pi$, and by symmetry half of it lies on each side, so $qy(0^+)\phi(0)=2\pi$. Comparison with $\phi(0)=W$ gives
\begin{equation}
\varepsilon(q)=y(0^+)=\varepsilon_s\tanh\!\left(\frac{qd}{2}+\operatorname{artanh}\frac1{\varepsilon_s}\right).
\label{slab}
\end{equation}
With $t=1/\varepsilon_s$, the expansion $\tanh(\theta+x)=t+(1-t^2)x-t(1-t^2)x^2+\dots$ at $x=qd/2$ yields
\begin{equation}
r_0=\frac d2\left(\varepsilon_s-\frac1{\varepsilon_s}\right),\qquad b=-\frac{d^2}{4}\left(1-\frac1{\varepsilon_s^2}\right).
\end{equation}
The slab is uniform in the plane, so $W$ is diagonal in $\mathbf G$. In-plane local fields are absent.

\section{Integral over the zero cell}

Inside the cell around $\mathbf q=0$ set $\varepsilon\simeq1+r_0q$ and $F\simeq1$. If $R(\varphi)$ is the distance to the cell boundary,
\begin{equation}
C(h)=\frac1{2\pi}\oint d\varphi\int_0^{R}\frac{dq}{1+r_0q}
=\frac1{2\pi r_0}\oint d\varphi\,\ln[1+r_0R(\varphi)] .
\label{C}
\end{equation}
The edges of the hexagon bisect the lines to the nearest grid points, so its inradius is $h/2$. The contour splits into twelve equal sectors with $R=h/(2\cos\varphi)$, $0<\varphi<\pi/6$. A disk of the same area has $R_d=h\sqrt{A_1/\pi}=0.525\,h$ and gives the estimate
\begin{equation}
C_d=\frac{1}{r_0}\ln(1+r_0R_d).
\label{disk}
\end{equation}

For $r_0h\ll1$ the logarithm is expanded. Two integrals are needed:
\begin{align}
\oint R\,d\varphi&=6h\int_0^{\pi/6}\!\frac{d\varphi}{\cos\varphi}=6h\ln\tan\frac{\pi}{3}=3h\ln3,\\
\tfrac12\oint R^2d\varphi&=A .
\end{align}
Hence
\begin{equation}
C=\frac1{2\pi}\left[3h\ln3-r_0A+O(h^3)\right].
\label{Csmall}
\end{equation}

\section{Error of the punctured sum}

Let $\mathbf n$ run over a hexagonal lattice of unit spacing, and let $Z(s)=\sum'|\mathbf n|^{-s}$ for $s>2$. Smaller $s$ requires analytic continuation. Put $\Theta(\tau)=\sum e^{-\tau n^2}$, including $\mathbf n=0$. Poisson summation gives $\Theta=\pi/(A_1\tau)$ plus exponentially small terms as $\tau\to0$. Writing $\Gamma(s/2)n^{-s}$ as an integral over $\tau$ and splitting it at $\tau=1$,
\begin{align}
\Gamma\!\left(\tfrac s2\right)Z(s)={}&\int_0^1\!\tau^{s/2-1}\!\left[\Theta-\frac{\pi}{A_1\tau}\right]d\tau+\int_1^\infty\!\tau^{s/2-1}[\Theta-1]\,d\tau\nonumber\\
&+\frac{2\pi}{A_1(s-2)}-\frac2s .
\end{align}
The right side defines $Z$ for all $s$. It shows a pole at $s=2$ with residue $2\pi/A_1$. Since $\Gamma(s/2)\simeq2/s$ near zero, $Z(0)=-1$. At $s=-2,-4,\dots$ the gamma function diverges while the right side is finite, so $Z$ vanishes there.

Now consider a sum with a Gaussian factor. For large enough $\operatorname{Re}p$,
\begin{equation}
\int_0^\infty t^{p-1}{\sum}'n^{-s}e^{-tn^2}\,dt=\Gamma(p)\,Z(s+2p).
\end{equation}
Invert this Mellin transform and move the contour to the left. The pole of $Z$ at $p=1-s/2$ contributes $(\pi/A_1)\Gamma(1-s/2)t^{s/2-1}$, which is the integral of $n^{-s}e^{-tn^2}$ over the plane divided by $A_1$. The poles of $\Gamma(p)$ at $p=-k$ give the error terms. With $q=nh$ and $t=\sigma^2h^2$, for $s<2$,
\begin{equation}
A{\sum}'q^{-s}F-\int\!d^2q\,q^{-s}F
=A_1h^{2-s}\left[Z(s)-\sigma^2h^2Z(s-2)+\dots\right].
\label{rule}
\end{equation}

To apply this rule, expand only the dielectric factor:
\begin{equation}
\frac{1}{q\varepsilon}=\frac1q-r_0+(r_0^2-b)q+\dots
\end{equation}
After finitely many terms times $F$ are removed, a remainder starting as $q^m$ has a Fourier transform falling at least as fast as $R^{-m-2}$. Poisson summation samples it at distances proportional to $1/h$, so it adds an error no larger than order $h^{m+2}$. The three displayed terms correspond to $s=1,0,-1$. Using $Z(0)=-1$ and $Z(-2)=0$,
\begin{align}
S_0-U=\frac1{2\pi}\big[&A_1Z(1)h+r_0A\nonumber\\
&+(r_0^2-b-\sigma^2)A_1Z(-1)h^3+O(h^5)\big].
\label{naive}
\end{align}
The order $h^4$ is absent because its coefficients contain $Z(-2)$.

For numerical values, a classical count of hexagonal lattice points gives $Z(s)=6\,\zeta(s/2)L(s/2)$, where $L(u)=1-2^{-u}+4^{-u}-5^{-u}+\dots$ omits multiples of three. Evaluation through the Hurwitz zeta function gives $Z(1)=-4.2134$ and $Z(-1)=-0.2096$. Thus $A_1Z(1)=-3.649$: leaving out a positive term makes the sum too small.

\section{What the cell average achieves}

Define $S_1=S_0+C$. Adding Eqs.~(\ref{Csmall}) and (\ref{naive}) cancels the terms in $r_0A$ and leaves
\begin{equation}
S_1-U=\frac{1}{2\pi}\left[A_1Z(1)+3\ln3\right]h+O(h^3)
=-\frac{0.3531\,h}{2\pi}+O(h^3).
\label{avg}
\end{equation}
The leading coefficient falls by a factor of 10.3, but the order remains $h\propto1/N$.

The remainder comes from neighbouring cells, which are still point sampled. For a cell centred at $\mathbf q\neq0$, symmetry removes the linear Taylor term, and
\begin{equation}
\int_{\rm cell}f\,d^2q\simeq Af(\mathbf q)+\frac I4\nabla^2f,\qquad I=\int_{\rm cell}\rho^2d^2\rho\propto h^4 ,
\end{equation}
where $\rho$ is measured from the centre. For $f=1/q$ in two dimensions, $\nabla^2f=1/q^3>0$. With $q=nh$ the missing parts add up to a multiple of $h\sum'n^{-3}$, and the sum converges. They are positive, which agrees with the negative sign in Eq.~(\ref{avg}).

\section{Grids that do not resolve the screening length}

These power laws require $r_0h\ll1$. When $r_0h\gg1$ but the linear form of $\varepsilon$ still holds, the zero-cell deficit is nearly $r_0^{-1}\ln(r_0R_d)$. Halving $h$ then lowers it by only about $r_0^{-1}\ln2$. The disk formula gives the local order of convergence of this deficit,
\begin{equation}
p=\frac{d\ln C_d}{d\ln h}=\frac{x}{(1+x)\ln(1+x)},\qquad x=r_0R_d .
\end{equation}
It tends to 1 for $x\to0$ and to $1/\ln x$ for $x\to\infty$.

The cell-averaged error also changes its behaviour. For $r_0q\gg1$ the integrand is close to $1/(r_0q^2)$, whose Laplacian is $4/(r_0q^4)$. Multiplied by $I\propto h^4$ and summed over cells, it gives a contribution independent of $h$. Averaging therefore leaves a small error that falls more slowly than $h$ until the grid resolves $1/r_0$. The constant limit is approached only slowly: for the purely linear model the error in units of $1/(2\pi r_0)$ is $-0.82$ at $r_0h=7.9$ and $-1.02$ at $r_0h=63$. The example below does not reach this limit. There the cell-averaged error still falls with apparent orders 0.45 and 0.40 over $N=6,12,24$. At $N=6$ about $-0.016$ eV of it comes from setting $\varepsilon\simeq1+r_0q$ and $F\simeq1$ inside the zero cell.

\section{Subtracting the model on the whole grid}

The remaining first-order error can be removed by applying the same lattice sum to a known function. Choose $g(q)=e^{-s^2q^2}$, where $s$ now denotes a length, and set
\begin{equation}
S_2=S_0+\int_0^\infty\!\frac{g\,dq}{1+r_0q}-\frac A{2\pi}{\sum}'\frac{g}{q(1+r_0q)} .
\label{sub}
\end{equation}
The model sum has an error of the form (\ref{naive}) with $b=0$ and $\sigma$ replaced by $s$. Its first two terms equal those of $S_0$. Subtracting the third terms leaves
\begin{equation}
S_2-U=\frac{s^2-\sigma^2-b}{2\pi}A_1Z(-1)h^3+O(h^5).
\label{third}
\end{equation}
The subtraction retains the full dependence on $r_0h$, which matters on coarse grids. Cancelling the asymptotic term of Eq.~(\ref{avg}) by hand does not. In the example below at $N=12$ that term is $-0.153$ eV, whereas the actual error is $-0.051$ eV, so the correction would overshoot.

\section{Algorithm, cost and stability}

In a calculation with matrix elements, $F(q)$ is their squared modulus and both corrections carry the factor $F(0)$. The basis vectors in the loop make an angle of $60^\circ$; one sector times six covers each nonzero point once.

\begin{verbatim}
input: a, N, r0, s, W and F on the grid
h = 4 pi/(sqrt(3) a N);  A = sqrt(3)/2 h^2
S0 = A/(4 pi^2) * sum of W F, without q+G=0
# cell average
C  = 12/(2 pi r0) * integral(phi=0..pi/6)
       log1p(r0 h/(2 cos phi))
S1 = S0 + e2 F(0) C
# model subtraction
J = integral(q=0..inf) exp(-s^2 q^2)/(1+r0 q)
T = 0;  M = ceil(qmax/h)
for n1 = 1..M, n2 = 0..M:
    q = h sqrt(n1^2 + n1 n2 + n2^2)
    T += 6 exp(-s^2 q^2)/(q (1+r0 q))
S2 = S0 + e2 F(0) (J - A T/(2 pi))
\end{verbatim}

The cell average costs one smooth one-dimensional integral. The subtraction costs of order $(q_{\max}/h)^2$ evaluations of an elementary function and needs no further matrix elements or dielectric calculations. The cutoff must make $e^{-s^2q_{\max}^2}$ negligible, independently of the cutoff used for $W$. The length $s$ must also be small compared with $Na$, so that the grid resolves $g$. This alone is not enough, since the residual error grows with $s$, as Eq.~(\ref{third}) indicates. In the example below at $N=12$ ($Na=38$ \AA) it is $-0.007$, $-0.015$ and $-0.046$ eV for $s=1.5$, 3 and 6 \AA, so in this example $s$ should stay near $\sigma$.

The function \texttt{log1p} avoids cancellation when $r_0h$ is small. The sensitivity to the input follows from Eq.~(\ref{disk}):
\begin{equation}
\frac{d\ln C_d}{d\ln r_0}=-1+\frac{x}{(1+x)\ln(1+x)}=-(1-p).
\end{equation}
An error in $r_0$ is therefore damped in the cell integral. It still limits the subtraction: if the value used is too large by $\delta r_0$, the terms in $r_0A$ no longer cancel, and $S_2$ acquires an error $-\delta r_0A/2\pi$ for small $h$, which is of order $h^2$ rather than $h^3$. In the example below at $N=12$, an $r_0$ that is 5\% too large changes the error of $S_2$ from $-0.007$ to $-0.023$ eV. If $r_0$ is read from $[\varepsilon(q)-1]/q=r_0+bq+\dots$ at one finite $q$, its relative bias is $bq/r_0$ to leading order. Two small wavevectors allow extrapolation to $q=0$.

\section{Worked example}

Take $a=3.2$ \AA, $d=6$ \AA, $\varepsilon_s=14$, $\sigma=1$ \AA\ and $s=1.5$ \AA. Then
\begin{equation}
r_0=3\,(14-1/14)=41.79\ \text{\AA},\qquad b=-9\,(1-1/196)=-8.95\ \text{\AA}^2 .
\end{equation}
Without screening, $U=e^2\sqrt\pi/(2\sigma)=12.76$ eV. Adaptive quadrature of Eq.~(\ref{U}) with the slab function (\ref{slab}) gives $U=1.5855$ eV (0.0583 hartree).

For $N=12$, $h=0.1889$ \AA$^{-1}$ and $r_0h=7.9$. The disk estimate has $x=41.79\times0.0992=4.15$ and
\begin{equation}
C_d=\frac{14.40}{41.79}\ln5.15=0.564\ \text{eV}.
\end{equation}
The hexagonal integral also gives 0.564 eV (0.0207 hartree). Direct summation gives the errors below, in eV relative to $U$, with all parameters except $N$ held fixed.

\begin{center}
\begin{tabular}{rrrr}
$N$ & $S_0-U$ & $S_1-U$ & $S_2-U$\\
6 & $-0.837$ & $-0.0692$ & $-0.0292$\\
12 & $-0.615$ & $-0.0507$ & $-0.0070$\\
24 & $-0.425$ & $-0.0383$ & $-0.0016$\\
96 & $-0.160$ & $-0.0164$ & $-0.00005$\\
384 & $-0.047$ & $-0.0047$ & $-9\times10^{-7}$
\end{tabular}
\end{center}

At $N=12$ the naive result is 39\% below $U$, the cell-averaged one 3.2\% and the subtracted one 0.4\%. Among grids obtained by doubling $N=6$, an error below 0.05 eV is first reached at $N=384$, 24 and 6 respectively.

From $N=12$ to 24 the naive error falls with an apparent order of 0.53; the change of $C(h)$ alone gives 0.55. From $N=384$ to 768 both are 0.96. Linear extrapolation in $1/N$ from the coarse pair leaves an error of
\begin{equation}
2(-0.425)-(-0.615)=-0.235\ \text{eV},
\end{equation}
about six times the cell-averaged error at $N=24$.

Replacing $q=0$ by a small $q_0$ is no remedy. The added term, $e^2A/[2\pi q_0\varepsilon(q_0)]$, is 68 eV for $q_0=0.001$ \AA$^{-1}$ and 5.0 eV for 0.01 \AA$^{-1}$ at $N=12$. It depends on an arbitrary choice, and both values far exceed the cell integral.

\section{Failure modes and the real material}

The lattice constant and screening length are rough values in the regime of monolayer MoS$_2$; the charge width is a model choice. The value of $U$ is not a prediction for that material, since the vertical extent of the orbital, in-plane local fields and frequency dependence are left out. The linear expansion itself is adequate here: integrating the full slab function over the $N=12$ cell gives 0.570 eV, so the linear form is 1.0\% low. This holds for an isotropic slab. Layered materials usually have a smaller dielectric constant out of the plane; with 6 in that direction and 14 in the plane, the linear form with its own $r_0$ is 2.2\% low. Devices depart further from the model, through their substrates and carriers.

\paragraph{Substrate.} With different media above and below, the charge jump gives $\varepsilon=(y_{\rm top}+y_{\rm bottom})/2$, where each $y$ is Eq.~(\ref{slab}) with $1/\varepsilon_s$ replaced by $\varepsilon_{\rm out}/\varepsilon_s$. For $\varepsilon_{\rm out}>\varepsilon_s$ the artanh is not real, and the equivalent form $y=\varepsilon_s[t+\tanh(qd/2)]/[1+t\tanh(qd/2)]$ with $t=\varepsilon_{\rm out}/\varepsilon_s$ is used. Hence $\varepsilon(0)=\kappa$, the mean of the outer constants. If the slope is $r_0'$, the radial integral becomes $(r_0')^{-1}\ln(1+r_0'R/\kappa)$. An oxide of dielectric constant 3.9 on one side has $\kappa=2.45$. Quadrature with the full dielectric function lowers the $N=12$ cell integral from 0.570 to 0.350 eV, a drop of 38\%. The value 3.9 includes the slow ionic response of the oxide. With its electronic response alone, a constant of about 2.1, the integral is 0.455 eV, a drop of 20\%. The suspended formula should not be used in either case.

\paragraph{Free carriers.} A parabolic band with spin--valley degeneracy $g_d$ and mass $m$ has density of states $D=g_dm/2\pi$ and density $n=Dk_BT\ln(1+e^{\mu/k_BT})$. Differentiation and elimination of $\mu$ give
\begin{equation}
q_s=2\pi\frac{\partial n}{\partial\mu}=2\pi D\left(1-e^{-n/Dk_BT}\right),\quad
W\simeq\frac{2\pi}{q_s+q+r_0q^2} .
\end{equation}
Now $W(0)$ is finite, and the undoped expansion is qualitatively wrong at small $q$. For $n=10^{12}$ cm$^{-2}$, $T=300$ K, $m=0.5$ and $g_d=4$, $q_s=0.33$ \AA$^{-1}$. Adding $q_s/q$ to the slab function reduces the suspended cell integral to 0.125 eV, a drop of 78\%. This estimate overstates the screening: it uses the long-wavelength response throughout, while the static response weakens beyond the thermal wavevector $\sqrt{2mk_BT}\simeq0.06$ \AA$^{-1}$, which lies inside the cell. With the wavevector-dependent static response of the same parabolic band at 300 K, the integral is 0.137 eV, a drop of 76\%.

\paragraph{Geometry.} For another lattice, Eq.~(\ref{C}) holds with that cell's $R(\varphi)$, but the constants in Eqs.~(\ref{naive}) and (\ref{avg}) change. In-plane anisotropy replaces $r_0$ by $r_0(\varphi)$, which must then stay inside the angular integral. A shifted grid without $\mathbf q=0$ has no omitted cell, so $C(h)$ does not apply to it. Such a grid still samples the peak at $\mathbf q=0$ poorly: in the example at $N=12$, a shift by half a grid vector leaves an error of $-0.36$ eV, and adding $C(h)$ would overshoot to $+0.20$ eV.
